# Diffusion-limited interstitial flux from an end-of-range layer to the surface

An end-of-range layer at depth $d$ that holds the excess concentration of free interstitials at $c_L$ sends to a perfectly absorbing surface the steady flux

$$
J=\frac{D\,c_L}{d},
$$

where $D$ is the interstitial diffusivity. The flux is inversely proportional to depth when layers with the same $c_L$ and the same $D$ are compared. The result belongs to a layer that replenishes the interstitials it loses. A buried dose released all at once obeys a different depth law, derived at the end.

Ion implantation followed by annealing can leave a thin band of interstitial-type defects near the end of the ion range. During further annealing these defects emit and recapture free interstitials. Let $x$ be the depth below the surface $x=0$, and let $d$ be measured to the shallow edge of the band. The band is taken as laterally uniform, so the problem is one-dimensional. The temperature is constant, $D$ is uniform, and at first nothing captures interstitials between the band and the surface.

Let $C$ be the concentration of free interstitials and $C^*$ its equilibrium value. The useful variable is the excess $c=C-C^*$. A surface in contact with interstitials both absorbs and emits them, and at equilibrium the two rates cancel. A perfectly absorbing surface therefore fixes $C=C^*$, that is $c=0$, and not $C=0$. Since $C^*$ is uniform and constant, Fick's law and conservation give

$$
\frac{\partial c}{\partial t}=D\frac{\partial^2c}{\partial x^2},\qquad c(0,t)=0,\qquad c(d,t)=c_L .
$$

The last condition says that exchange between the defects and the adjacent crystal is fast enough to keep the local excess at the value $c_L>0$ set by the defects. Here $c_L$ is an input.

In the steady state $\partial^2c/\partial x^2=0$, so $c=A+Bx$. The surface condition gives $A=0$ and the layer condition gives $B=c_L/d$. The flux along $+x$ is $-D\,\partial c/\partial x$. Counting flux towards the surface as positive reverses the sign:

$$
J=D\left.\frac{\partial c}{\partial x}\right|_{x=0}=\frac{Dc_L}{d}.
$$

The concentration drop is fixed, and a deeper layer spreads it over a longer distance.

The same factor can be traced to recapture. Divide the crystal into planes of spacing $a$, with the surface at plane $0$ and the layer at plane $m=d/a$. An interstitial hops to each neighbouring plane at rate $\Gamma$. A plane holds $ac_j$ excess interstitials per area, so the net flux from plane $j$ to plane $j-1$ is $\Gamma a(c_j-c_{j-1})\approx\Gamma a^2\,\partial c/\partial x$, which identifies $D=\Gamma a^2$. The layer plane sends interstitials towards the surface at the gross rate $\Gamma ac_L=Dc_L/a$. Each of them starts at plane $m-1$ and ends either at the surface or back in the layer. Let $p_j$ be the probability of reaching the surface first from plane $j$. The next hop goes either way with equal probability, so

$$
p_j=\tfrac12(p_{j-1}+p_{j+1}),\qquad p_0=1,\qquad p_m=0 .
$$

Rearranged, this reads $p_{j+1}-p_j=p_j-p_{j-1}$. The differences are all equal, hence $p_j=1-j/m$ and $p_{m-1}=1/m$. The escaping flux is

$$
J=\frac{Dc_L}{a}\,\frac1m=\frac{Dc_L}{d}.
$$

The gross emission does not depend on depth. The chance of escaping recapture does, and it supplies the factor $1/d$.

For a worked example, take the round model parameters $D=10^6\ \mathrm{nm^2\,s^{-1}}$, $c_L=10^{-6}\ \mathrm{nm^{-3}}$ and $d=100\ \mathrm{nm}$. Then

$$
J=\frac{10^6\times10^{-6}}{100}=0.0100\ \mathrm{nm^{-2}\,s^{-1}}=1.00\times10^{12}\ \mathrm{cm^{-2}\,s^{-1}} .
$$

With planes $0.25$ nm apart there are $m=400$ of them. The gross emission is $4.00\ \mathrm{nm^{-2}\,s^{-1}}$, the escape probability is $0.0025$, and their product is again $0.0100\ \mathrm{nm^{-2}\,s^{-1}}$. A numerical solution of the diffusion problem at depths of 50, 100, 200 and 400 nm gives a fitted depth exponent of $-0.9998$. It uses fast but finite exchange at both ends, equivalent to an extra length of $0.02$ nm in the sense of $\ell$ below, and this accounts for the departure from $-1$. The numerical output lists the individual fluxes.

The steady flux needs time to develop. Suppose that the region above the layer starts with $c=0$ and that the layer is held at $c_L$ from $t=0$. Write $c=c_Lx/d+u$. Then $u$ obeys the diffusion equation, vanishes at both ends, and starts as $u=-c_Lx/d$. The sine series that meets these end conditions is

$$
u=\sum_{n=1}^{\infty}b_n\sin\frac{n\pi x}{d}\,e^{-n^2\pi^2Dt/d^2}.
$$

Orthogonality of the sines and one integration by parts give

$$
b_n=-\frac{2c_L}{d^2}\int_0^d x\sin\frac{n\pi x}{d}\,dx
=-\frac{2c_L}{d^2}\left[-\frac{(-1)^nd^2}{n\pi}\right]
=\frac{2c_L(-1)^n}{n\pi}.
$$

Differentiating at $x=0$ brings down a factor $n\pi/d$, which cancels the $n\pi$ in $b_n$:

$$
J(t)=\frac{Dc_L}{d}\left[1+2\sum_{n=1}^{\infty}(-1)^ne^{-n^2\pi^2Dt/d^2}\right].
$$

Near the steady state the term $n=1$ dominates. The flux reaches 99% of its final value when $2e^{-\pi^2Dt/d^2}=0.01$, so

$$
t_{99}=\frac{\ln 200}{\pi^2}\frac{d^2}{D}\approx0.537\,\frac{d^2}{D}.
$$

In the example $d^2/D=10$ ms and $t_{99}=5.37$ ms. The numerical solution, with its slightly finite end exchange, has then reached a fraction $0.9897$ of the ideal flux; with ideal ends the fraction is $0.9900$.

Integrating $J(t)$ gives the amount that has arrived at the surface. Once the exponentials have died out, the remaining sum is $\sum(-1)^n/n^2=-\pi^2/12$, and

$$
Q(t)\to\frac{Dc_L}{d}\left[t+\frac{2d^2}{\pi^2D}\left(-\frac{\pi^2}{12}\right)\right]
=\frac{Dc_L}{d}\left(t-\frac{d^2}{6D}\right).
$$

The arrived amount thus lags by $d^2/(6D)$, here $1.67$ ms.

The same delay governs a layer whose $c_L$ drifts slowly, for instance because its defects coarsen. For a constant rate $\gamma=dc_L/dt$, the profile

$$
c=\frac{c_L(t)\,x}{d}+\frac{\gamma\,(x^3-d^2x)}{6Dd}
$$

meets both boundary conditions. Its time derivative is $\gamma x/d$, and $D$ times its second space derivative is $D\cdot6\gamma x/(6Dd)=\gamma x/d$, so it satisfies the diffusion equation. The surface flux is

$$
J=\frac{Dc_L(t)}{d}-\frac{\gamma d}{6}
=\frac Dd\left[c_L(t)-\gamma\frac{d^2}{6D}\right].
$$

At a constant rate of change, and once the initial transient has died out, the surface responds to the value that $c_L$ had a time $d^2/(6D)$ earlier. The steady formula with the current $c_L$ is then accurate when $c_L$ changes by a small fraction of itself during this delay.

Interstitials also leave towards the substrate. As long as the layer fixes $c=c_L$, the two sides are separate boundary-value problems, so this loss does not alter the surface flux. It does help to empty the layer. For a thick substrate that starts with no excess, let $z=x-d$ and seek $c=c_Lf(\eta)$ with $\eta=z/(2\sqrt{Dt})$. Then $\partial c/\partial t=-c_L\eta f'/(2t)$ and $D\,\partial^2c/\partial z^2=c_Lf''/(4t)$, so $f''=-2\eta f'$. With $f(0)=1$ and $f(\infty)=0$ the solution is $f=\operatorname{erfc}\eta$, whose slope at the origin is $-2/\sqrt\pi$. The deep-side flux, counted as positive into the substrate, is

$$
J_{\rm deep}=-D\left.\frac{\partial c}{\partial z}\right|_{z=0}
=\frac{Dc_L}{2\sqrt{Dt}}\,\frac{2}{\sqrt\pi}
=c_L\sqrt{\frac{D}{\pi t}} .
$$

It decays because the substrate fills up and the gradient flattens, while the absorbing surface keeps the gradient on the shallow side. After 1 s it is $5.64\times10^{-4}\ \mathrm{nm^{-2}\,s^{-1}}$, or 5.6% of the surface flux.

Real surfaces and defects exchange interstitials at finite rates. Let the surface absorb a net flux $sc(0)$, and let the layer emit a net flux $\kappa[c_L-c(d)]$, where $s$ and $\kappa$ are velocities. Suppose that the uptake on the deep side has ceased, as it does at late times in a wafer with a reflecting back face. One flux $J$ then passes through the layer exchange, the crystal and the surface. The three concentration drops are

$$
c_L-c(d)=\frac J\kappa,\qquad c(d)-c(0)=\frac{Jd}{D},\qquad c(0)=\frac Js .
$$

Adding them eliminates $c(0)$ and $c(d)$, and solving for $J$ gives

$$
J=\frac{Dc_L}{d+\ell},\qquad \ell=\frac Ds+\frac D\kappa .
$$

The resistances act in series, and the finite rates make the layer appear deeper by $\ell$. The local depth exponent is

$$
\frac{d\ln J}{d\ln d}=-\frac{d}{d+\ell}.
$$

It approaches $-1$ for $d\gg\ell$, which is the meaning of diffusion-limited here. For $d\ll\ell$ the flux becomes $Dc_L/\ell$, independent of depth, and exchange at the ends controls it. A perfectly absorbing surface removes the term $D/s$ but not $D/\kappa$, so the inverse law also requires fast exchange at the layer. With $D/s=3$ nm and $D/\kappa=2$ nm, the example gives $J=1/105=0.00952\ \mathrm{nm^{-2}\,s^{-1}}$, which is 4.8% below the ideal value, and a local exponent of $-0.952$. The time-dependent numerical solution gives the same exponent to the digits shown.

Capture on the way to the surface changes the depth law itself. If unsaturated, uniformly distributed traps remove the excess at the rate $Dc/\lambda^2$, which defines the trap length $\lambda$, the steady equation is $c''=c/\lambda^2$. Its solution with the ideal end conditions is

$$
c=c_L\frac{\sinh(x/\lambda)}{\sinh(d/\lambda)},\qquad
J=\frac{Dc_L}{\lambda\sinh(d/\lambda)} .
$$

For $d\ll\lambda$, the expansion $\sinh y\approx y(1+y^2/6)$ gives

$$
J\approx\frac{Dc_L}{d}\left(1-\frac{d^2}{6\lambda^2}\right),
$$

so the inverse law survives with a small correction. For $d\gg\lambda$, $\sinh y\approx e^y/2$ and the flux falls exponentially, as $(2Dc_L/\lambda)e^{-d/\lambda}$. With $\lambda=200$ nm, the ratio to the trap-free flux is $0.960$ at 100 nm but $0.551$ at 400 nm. A measured decrease steeper than $1/d$ can therefore point to capture between the layer and the surface, provided that the fluxes are steady, that $c_L$ and $D$ are the same in the samples compared, and that no second sink lies close below the layer. With finite $\kappa$, an absorbing boundary at depth $L<2d$ also steepens the law without any traps: for $L=150$ nm, $d=100$ nm, $D/\kappa=2$ nm and an ideal surface, the local exponent is $-1.057$.

A layer can hold $c_L$ fixed only while it has interstitials to give. Let it store $N_0$ per area, and let $c_L$ stay constant until the store is empty at time $T$. After the initial transient, the shallow side has received the amount $Q$ that reached the surface plus the content $c_Ld/2$ of the linear profile:

$$
c_L\left(\frac{Dt}{d}-\frac d6\right)+\frac{c_Ld}{2}=c_L\left(\frac{Dt}{d}+\frac d3\right).
$$

The deep side has received $\int_0^tJ_{\rm deep}\,dt'=2c_L\sqrt{Dt/\pi}$. The reservoir is therefore empty when

$$
N_0=c_L\left(\frac{DT}{d}+\frac d3+2\sqrt{\frac{DT}{\pi}}\right).
$$

Define $y=N_0/(c_Ld)$ and $q=\sqrt{DT}/d$. Division by $c_Ld$ gives the quadratic $q^2+2q/\sqrt\pi-(y-\tfrac13)=0$. Since $q$ must be positive,

$$
q=-\frac1{\sqrt\pi}+\sqrt{\frac1\pi+y-\frac13},\qquad T=\frac{d^2}{D}\,q^2 .
$$

The balance assumes that the initial transient has died out, which holds for $y\gtrsim2$. At $y=1$ it gives $DT/d^2=0.183$ instead of $0.196$, and for $y<\tfrac13$ it has no positive root. For $y\gg1$ it reduces to $q^2\approx y$, hence

$$
T\approx\frac{N_0d}{Dc_L}.
$$

The dissolution time is proportional to depth because the rate of loss is inversely proportional to it. This holds for a trap-free crystal and a $c_L$ that stays constant, which coarsening defects do not maintain. With traps on both sides the steady loss is $(Dc_L/\lambda)[\coth(d/\lambda)+1]$, and $T$ saturates at $N_0\lambda/(2Dc_L)$. For $\lambda=200$ nm and $N_0=1\ \mathrm{nm^{-2}}$, $T$ is 63 s at 100 nm and 98 s at 400 nm. The condition $N_0\gg c_Ld$ also guarantees that $T$ is much longer than $d^2/D$, so that the steady flux covers most of the layer's life.

For $N_0=1\ \mathrm{nm^{-2}}$ and $d=100$ nm, $y=10^4$. The leading estimate is $1\times100/(10^6\times10^{-6})=100$ s, and the full balance gives $98.9$ s. The difference comes mainly from the deep side, which takes 1.1% of the store. At 400 nm the two values are 400 s and 391 s. The correction grows with depth because, to leading order, the deep share is

$$
\frac{2c_L}{N_0}\sqrt{\frac{DT}{\pi}}\approx2\sqrt{\frac{c_Ld}{\pi N_0}} .
$$

The thick-substrate formula holds for a wafer much thicker than $\sqrt{DT}$, which is about $10\ \mathrm{\mu m}$ for the 100 nm layer.

The role of the reservoir becomes clear when it is removed. Let all $N_0$ interstitials be set free at depth $d$ at $t=0$, with no layer left to emit or recapture them. An image source of opposite sign at $x=-d$ keeps $c(0,t)=0$:

$$
c=\frac{N_0}{\sqrt{4\pi Dt}}\left[e^{-(x-d)^2/4Dt}-e^{-(x+d)^2/4Dt}\right].
$$

At $x=0$ each of the two terms contributes $+d/(2Dt)\,e^{-d^2/4Dt}$ to the derivative of the bracket. Their sum is $d/(Dt)\,e^{-d^2/4Dt}$, and multiplication by $D$ and the prefactor gives

$$
J(t)=\frac{N_0d}{\sqrt{4\pi D}\,t^{3/2}}\,e^{-d^2/4Dt}.
$$

The maximum follows from $d\ln J/dt=-3/(2t)+d^2/(4Dt^2)=0$, so $t=d^2/(6D)$. Inserting this time gives

$$
J_{\max}=\frac{6^{3/2}e^{-3/2}}{2\sqrt\pi}\,\frac{N_0D}{d^2}\approx0.925\,\frac{N_0D}{d^2}.
$$

The peak falls as $1/d^2$: the same dose arrives over a time proportional to $d^2$. This power refers to the peak only. At a fixed time the local depth exponent is $1-d^2/(2Dt)$, which is strongly negative early on and tends to $+1$ at late times. In the example the peak is $92.5\ \mathrm{nm^{-2}\,s^{-1}}$ at $1.67$ ms, about 9000 times the steady flux from the buffered layer. At that moment the free excess at depth $d$ is about $7000\,c_L$, a level at which a real crystal would form defects again, so this case serves as an idealised contrast. The two cases have the same surface, depth, diffusivity and stored dose. What differs is that the buffered layer fixes a concentration, whereas the sudden release fixes an amount, and the inverse first power of depth belongs to the fixed concentration.

## Table of computed values

```
Diffusivity D: 1.000e+06 nm^2/s
Layer excess concentration c_L: 1.000e-06 nm^-3
Stored interstitials N0: 1.000 nm^-2
Main depth d: 100.0 nm
Ideal flux at main depth: 0.01000 nm^-2 s^-1
Same flux converted: 1.000e+12 cm^-2 s^-1
Fitted depth exponent of simulated flux: -0.99983
d = 50 nm: ideal flux 0.020000, simulated 0.019992 nm^-2 s^-1
d = 100 nm: ideal flux 0.010000, simulated 0.009998 nm^-2 s^-1
d = 200 nm: ideal flux 0.005000, simulated 0.005000 nm^-2 s^-1
d = 400 nm: ideal flux 0.002500, simulated 0.002500 nm^-2 s^-1
Plane spacing: 0.25 nm; planes to surface: 400
Gross emission towards surface: 4.0000 nm^-2 s^-1
Escape probability from hopping chain: 0.002500
Diffusion time d^2/D: 10.000 ms
Time to 99 percent of steady flux: 5.368 ms
Simulated flux fraction at that time: 0.98968
Delay d^2/(6D): 1.6667 ms; simulated 1.6724 ms
Deep-side flux at 1 s: 5.642e-04 nm^-2 s^-1
Surface exchange length D/s: 3.0 nm
Layer exchange length D/kappa: 2.0 nm
Flux with finite exchange: 0.009524 nm^-2 s^-1
Local depth exponent, simulated: -0.95238
Local depth exponent, formula: -0.95238
Trap length lambda: 200.0 nm
d = 50 nm: flux with traps 0.019793 nm^-2 s^-1, ratio to ideal 0.9897
d = 100 nm: flux with traps 0.009595 nm^-2 s^-1, ratio to ideal 0.9595
d = 200 nm: flux with traps 0.004255 nm^-2 s^-1, ratio to ideal 0.8509
d = 400 nm: flux with traps 0.001379 nm^-2 s^-1, ratio to ideal 0.5514
Reservoir ratio N0/(c_L d): 10000.0
d = 50 nm: dissolution time 49.60 s, leading estimate 50.00 s
d = 100 nm: dissolution time 98.87 s, leading estimate 100.00 s
d = 200 nm: dissolution time 196.82 s, leading estimate 200.00 s
d = 400 nm: dissolution time 391.02 s, leading estimate 400.00 s
Share of N0 lost to deep side, main depth: 1.122 percent
Diffusion length sqrt(D T), main depth: 9944 nm
Sudden release, peak time: 1.6667 ms
Sudden release, peak factor: 0.9251 (times N0 D/d^2)
Sudden release, peak flux: 92.51 nm^-2 s^-1
```
